# Halving time of a particle cloud under constant-kernel coagulation

## Problem

Small solid particles have formed in the gas of a deposition reactor. They collide and stick, so their number falls while their total volume stays the same. The gas is uniform, closed and at constant temperature. Nucleation has stopped, and particles neither break up nor reach a wall.

The coagulation kernel \(K\) is defined per pair: in a volume \(V\), each distinct pair of particles merges with probability \(K/V\) per unit time, whatever the sizes of the two. Take \(K=1\times10^{-9}\) cm³/s and an initial number density \(N_0=1\times10^{12}\) cm⁻³.

**(a)** Derive the rate equation for the total number density \(N(t)\).

**(b)** Show that \(N\) halves in 2 ms.

**(c)** When does \(N\) reach \(N_0/4\), and what happens at long times?

**(d)** Is this \(K\) reasonable for silicon particles 2 nm in diameter in hydrogen at 1000 K and 10 Torr, between walls 4 cm apart? Which neglected effects change the halving time most?

## Hints

1. How many distinct pairs do \(M\) particles form? How many particles disappear in one merger?
2. The equation for \(1/N\) is simpler than the equation for \(N\).
3. After the first halving, the cloud is again one of the same kind, with a smaller initial density.
4. For (d), two equal spheres touch when their centres are one diameter apart. Find the volume swept per unit time by a disc of that radius moving at the mean relative speed.

## Solution

### (a) The rate equation

Among \(M\) particles, each can be paired with \(M-1\) others. The product \(M(M-1)\) counts every pair twice, so there are \(M(M-1)/2\) distinct pairs. Each merges at rate \(K/V\), and a merger turns two particles into one, a net loss of one. The mean loss rate is therefore

\[
\frac{K}{V}\,\frac{M(M-1)}{2}.
\]

For large \(M\), \(M-1\) may be replaced by \(M\) and fluctuations about the mean ignored. Dividing by \(V\) and writing \(N=M/V\) gives

\[
\frac{dN}{dt}=-\frac{K}{2}N^2 .
\]

The factor \(1/2\) belongs to the pair definition of \(K\). If a data source instead defines its constant by \(dN/dt=-KN^2\), the same numerical value gives half the time found below.

### (b) The halving time

By the chain rule,

\[
\frac{d}{dt}\left(\frac1N\right)=-\frac{1}{N^2}\frac{dN}{dt}=\frac K2 .
\]

The right side is constant, so integration from \(0\) to \(t\) gives

\[
\frac1N=\frac1{N_0}+\frac{Kt}{2},
\qquad
N(t)=\frac{N_0}{1+KN_0t/2}.
\]

Setting \(N=N_0/2\) requires the denominator to equal 2, hence \(KN_0t/2=1\) and

\[
t_{1/2}=\frac{2}{KN_0}
=\frac{2}{(10^{-9}\ \text{cm}^3/\text{s})(10^{12}\ \text{cm}^{-3})}
=\frac{2}{10^{3}\ \text{s}^{-1}}=2\ \text{ms}.
\]

This is the required result.

The large-\(M\) step in (a) can be checked without a differential equation. While \(n\) particles are present, the mean wait for the next merger is \(2V/[Kn(n-1)]\). For even \(M\), the mean time to go from \(M\) to \(M/2\) particles is the sum of these waits:

\[
\frac{2V}{K}\sum_{n=M/2+1}^{M}\frac{1}{n(n-1)}
=\frac{2V}{K}\sum_{n=M/2+1}^{M}\left(\frac1{n-1}-\frac1n\right).
\]

Neighbouring terms cancel, leaving

\[
\frac{2V}{K}\left(\frac{2}{M}-\frac1M\right)=\frac{2V}{KM}=\frac{2}{KN_0}.
\]

The mean halving time thus has no finite-number correction, although single runs scatter about it. In a test with 200 particles, each distinct pair was given its own random merging time. The mean over 1000 runs was 1.999 ms, with a standard error of 0.007 ms. This confirms the factor \(1/2\) and excludes 1 ms.

### (c) Later times

With \(t_{1/2}=2/(KN_0)\), the solution reads

\[
N(t)=\frac{N_0}{1+t/t_{1/2}} .
\]

For \(N=N_0/4\) the denominator must be 4, so \(t=3t_{1/2}=6\) ms. The first halving takes 2 ms and the second takes 4 ms. The decay is not exponential: each particle meets fewer partners as the cloud thins, and the halving time is inversely proportional to the density at its start.

For \(t\gg t_{1/2}\), the 1 in the denominator can be dropped:

\[
N(t)\approx\frac{N_0t_{1/2}}{t}=\frac{2}{Kt}.
\]

The initial density has cancelled. After 1 s the model leaves about \(2\times10^9\) cm⁻³, and a tenfold denser initial cloud would end at nearly the same value.

### (d) A real reactor

**Size of the kernel.** Let two equal spheres of diameter \(d\) and mass \(m\) have relative speed \(g\). They collide if their centres would pass within \(d\), so the swept volume per unit time is \(\pi d^2g\). The collision rate of one pair is this volume rate divided by \(V\). If every collision sticks, \(K=\pi d^2\langle g\rangle\).

Each velocity component of a particle is Gaussian with variance \(kT/m\). The difference of two independent components has variance \(s^2=2kT/m\), so

\[
\langle g\rangle=\frac{4\pi\int_0^\infty g^3e^{-g^2/2s^2}dg}{(2\pi s^2)^{3/2}}
=\frac{8\pi s^4}{(2\pi)^{3/2}s^3}
=s\sqrt{\frac8\pi}=\sqrt{\frac{16kT}{\pi m}} .
\]

With a rough density of 2.3 g/cm³, the mass is \(m=9.63\times10^{-21}\) g and \(\langle g\rangle=85.4\) m/s. Then

\[
K=\pi(2\times10^{-7}\ \text{cm})^2(8.54\times10^3\ \text{cm/s})
=1.07\times10^{-9}\ \text{cm}^3/\text{s}.
\]

The given value is therefore a sensible hard-sphere kernel for these particles. If a constant fraction \(p\) of collisions sticks, \(K\) is multiplied by \(p\) and the halving time by \(1/p\).

**Growth in size.** Suppose merged particles become compact spheres. For particles containing \(i\) and \(j\) initial ones, the contact distance is \(d(i^{1/3}+j^{1/3})/2\), and \(2/m\) in the relative-velocity variance becomes \((1/i+1/j)/m\). Hence

\[
\frac{K_{ij}}{K_{11}}=\frac{(i^{1/3}+j^{1/3})^2}{4}\sqrt{\frac{1/i+1/j}{2}} .
\]

For \(i=j\) this is \(i^{1/6}\), a slow increase. With \(K_{11}=10^{-9}\) cm³/s and equal initial particles, numerical integration over all sizes that matter gives a halving time of 1.84 ms, 8% below the constant-kernel value.

**Attraction.** Let \(E\) be the kinetic energy of relative motion at large distance, \(b\) the impact parameter and \(V(r)\) the interaction energy. Conservation of energy and angular momentum leaves \(E-Eb^2/r^2-V(r)\) for the radial motion. Contact requires this to stay non-negative down to \(r=d\), so the largest capturing impact parameter satisfies

\[
b_{\max}^2(E)=\min_{r\ge d}\, r^2\left[1-\frac{V(r)}{E}\right],
\]

or zero if the minimum is negative. Collisions are weighted by \(g\cdot g^2e^{-E/kT}dg\), which is proportional to \(Ee^{-E/kT}dE\). With \(x=E/kT\), the kernel is multiplied by

\[
F=\int_0^\infty xe^{-x}\,\frac{b_{\max}^2(xkT)}{d^2}\,dx .
\]

Without interaction \(b_{\max}=d\) and \(F=1\), as it must be. For van der Waals attraction, take \(V\) as the sum of \(-A/(\pi^2\ell^6)\) over all pairs of volume elements in the two spheres, \(\ell\) being their separation. A rough Hamaker constant \(A=1.2\) eV, against \(kT=0.0862\) eV, gives \(F=2.05\). Multiplying the given \(K\) by this factor shortens the halving time to about 1 ms. The factor is good to one digit only. Capture occurs at surface gaps of 0.35 to 0.6 nm, a few atomic spacings, where the continuum sum is doubtful. Adding 0.165 to 0.3 nm to the gap in \(V\) lowers \(F\) to 1.8 to 1.6, and \(A\) between 1.0 and 1.6 eV moves it from 1.98 to 2.17.

This is the largest correction found here for neutral particles away from the walls. The 2 ms result stands if \(10^{-9}\) cm³/s is the effective kernel with attraction included. If it is a hard-sphere estimate, the time is about half as long. That this resembles the effect of the other definition of \(K\) is a coincidence of the numbers.

**Charge.** If both particles carry one elementary charge of the same sign, let \(U\) be their Coulomb energy at contact. Then \(V=Ud/r\), and for \(E>U\) the function \(r^2-Udr/E\) increases with \(r\) from \(r=d\) onward. Its minimum is at contact, so \(b_{\max}^2=d^2(1-U/E)\). For \(E<U\) there is no contact. With \(u=U/kT\),

\[
F=\int_u^\infty(x-u)e^{-x}dx=e^{-u}.
\]

Here \(U=0.720\) eV and \(F=2.4\times10^{-4}\). Dividing 2 ms by this factor gives 8.5 s, which sets the scale for mergers between initial particles but is not the halving time. If a merged particle keeps a single charge, its larger contact distance lowers the barrier and the number halves in about 3 s. If the charges add, merged particles almost stop merging and halving takes of order \(10^3\) s. Van der Waals attraction lowers the barrier and raises \(F\) for two initial particles to roughly \(10^{-3}\) to \(3\times10^{-3}\), still far below 1. The 2 ms result therefore fails when most particles are charged alike. At \(10^{12}\) cm⁻³ this condition is hard to meet. An unscreened cloud of that many like charges would produce a field of about \(4\times10^8\) V/m at the walls. In a plasma with an ion density of \(10^9\) to \(10^{11}\) cm⁻³, at most 0.1 to 10% of the particles can carry a negative charge, so most pairs still collide without this barrier. Suppression by like charges matters when the particle density is below the ion density.

**Walls.** The loss depends on the diffusion coefficient \(D=kT/f\), where \(f\) is the drag force per unit drift speed. Gas molecules of mass \(m_g\) and density \(n_g\) strike a sphere of radius \(R=d/2\). Elastic hard-sphere scattering is isotropic, so a molecule with velocity \(\mathbf g\) relative to the sphere gives up momentum \(m_g\mathbf g\) on average. For a slow drift \(\mathbf w\), the Maxwell distribution seen from the sphere is \(f_0(g)(1-m_g\mathbf g\cdot\mathbf w/kT)\) to first order. The isotropic part gives no force. In the other part, averaging over directions replaces \(g_z^2\) by \(g^2/3\):

\[
f=n_gm_g\pi R^2\,\frac{m_g\langle g^3\rangle}{3kT}
=\frac43\pi R^2n_gm_g\bar v_g .
\]

The last step uses \(\langle g^3\rangle=4(kT/m_g)\bar v_g\), from the Gaussian integrals \(\int_0^\infty g^5e^{-g^2/2s^2}dg=8s^6\) and \(\int_0^\infty g^3e^{-g^2/2s^2}dg=2s^4\), now with \(s^2=kT/m_g\). Here \(\bar v_g=\sqrt{8kT/(\pi m_g)}\) is the mean molecular speed.

With \(n_g=p_g/kT\) at the gas pressure \(p_g=10\) Torr, this gives \(D=31.5\) cm²/s. This is an upper estimate: the finite size of the hydrogen molecules and diffuse scattering from the surface would both increase the drag. A rough molecular radius of 0.145 nm and fully diffuse scattering, which multiplies the drag by \(1+\pi/8\), together lower \(D\) to about 17 cm²/s. In one halving time a particle diffuses over a length of order

\[
\sqrt{Dt_{1/2}}=\sqrt{(31.5\ \text{cm}^2/\text{s})(0.002\ \text{s})}=0.25\ \text{cm}.
\]

The middle of the gap is 2 cm from either wall, eight such lengths, so the result holds there. Near an absorbing wall, diffusion without merging gives \(N=N_0\,\mathrm{erf}[z/(2\sqrt{Dt})]\) at distance \(z\). The flux to the wall is \(D\,\partial N/\partial z=N_0\sqrt{D/(\pi t)}\) at \(z=0\), and its time integral is \(2N_0\sqrt{Dt/\pi}\). In the same approximation, two walls a distance \(L\) apart remove the fraction

\[
\frac{4}{L}\sqrt{\frac{Dt_{1/2}}{\pi}}=0.14
\]

of all particles in 2 ms. Merging lowers this fraction somewhat, because it thins the cloud and leaves larger particles that diffuse more slowly. The average over the gap still falls faster than the density at its centre.

Gas drag is also negligible during a collision. A particle at its mean thermal speed \(\bar v\) has a stopping distance \(m\bar v/f=133\) µm, far larger than its 2 nm diameter.

**Comparison with practice.** The temperature, pressure and gap are illustrative values, not data for a particular reactor. The density \(10^{12}\) cm⁻³ is likewise assumed, to represent a strong burst of nucleation. At \(10^8\) cm⁻³, with the same kernel, merging alone would take 20 s to halve the number. Diffusion over the 2 cm from the middle of the gap to a wall takes only about \((2\ \text{cm})^2/D\approx0.13\) s, so wall loss would act first. For the first halving at \(10^{12}\) cm⁻³, the constant, purely hard-sphere kernel is the assumption most clearly broken for neutral particles: attraction moves 2 ms to about 1 ms, while size dependence alone moves it to 1.84 ms. The long-time estimate in (c) is less secure. Even with the constant kernel, the mean particle volume grows about 500-fold in 1 s, and for particles of that size the equal-size kernel is larger by \(500^{1/6}\approx2.8\). Size dependence therefore leaves fewer and larger particles than (c) predicts. Wall loss also matters by then. Since \(D\) varies as \(1/R^2\), it falls roughly as \((1+t/t_{1/2})^{-2/3}\) when the mean volume grows as \(1+t/t_{1/2}\). The integral of \(D\) over 1 s is then \(3Dt_{1/2}(501^{1/3}-1)\approx1.3\) cm², with \(D\) the initial value. Its square root is about 1.1 cm. This holds for a particle of the mean volume. Smaller particles diffuse faster, and the number average over the constant-kernel size distribution doubles the integral to about 2.7 cm². Faster growth works the other way: for the mean volume the length falls to 0.9 cm with the size-dependent kernel and to 0.7 cm with attraction added. These lengths are no longer small against the 2 cm from the middle of the gap to a wall.

## Variation 1: nucleation continues

*New particles appear at a constant rate \(S\), equal to one tenth of the initial coagulation loss. How long does the first halving take?*

The initial loss is \(KN_0^2/2=5\times10^{14}\) cm⁻³ s⁻¹, so \(S=5\times10^{13}\) cm⁻³ s⁻¹. Write \(y=N/N_0\) and \(S=\sigma KN_0^2/2\), with \(\sigma=0.1\). Dividing \(dN/dt=-KN^2/2+S\) by \(N_0\) gives

\[
\frac{dy}{dt}=-\frac{y^2-\sigma}{t_{1/2}},
\]

where \(t_{1/2}\) is still the source-free value \(2/(KN_0)\). Separating variables and using

\[
\frac1{y^2-\sigma}=\frac1{2\sqrt\sigma}\left(\frac1{y-\sqrt\sigma}-\frac1{y+\sqrt\sigma}\right)
\]

yields

\[
t=t_{1/2}\int_{1/2}^{1}\frac{dy}{y^2-\sigma}
=\frac{t_{1/2}}{2\sqrt\sigma}
\ln\left[\frac{(1-\sqrt\sigma)(\tfrac12+\sqrt\sigma)}{(1+\sqrt\sigma)(\tfrac12-\sqrt\sigma)}\right].
\]

For \(\sigma=0.1\) the logarithm is 0.836 and \(2\sqrt\sigma=0.632\), so \(t=2.64\) ms. A source of 10% lengthens the time by 32%, because the coagulation loss falls as \(N^2\) while the source stays constant. The density settles at \(\sqrt\sigma N_0=0.32N_0\). If \(\sigma\ge1/4\), this steady value is at least \(N_0/2\), and the density never halves in a finite time. For \(\sigma\to0\) the integral becomes \(\int_{1/2}^1dy/y^2=1\), which restores 2 ms.

## Variation 2: particles that have not merged

*All particles start equal, and there is no source. What fraction of them is still unmerged at 2 ms?*

Let \(n_1\) be the density of unmerged particles. Mergers between two of them occur at rate \(Kn_1^2/2\) per unit volume and remove two each. Mergers of an unmerged particle with a merged one occur at rate \(Kn_1(N-n_1)\) and remove one. Adding the losses,

\[
\frac{dn_1}{dt}=-Kn_1^2-Kn_1(N-n_1)=-KNn_1 .
\]

There is no factor \(1/2\) here: either partner in a merger loses its unmerged status. Inserting \(N(t)\) and integrating from \(n_1(0)=N_0\),

\[
\ln\frac{n_1}{N_0}=-KN_0\int_0^t\frac{dt'}{1+t'/t_{1/2}}
=-KN_0t_{1/2}\ln\left(1+\frac{t}{t_{1/2}}\right).
\]

Since \(KN_0t_{1/2}=2\),

\[
n_1(t)=\frac{N_0}{(1+t/t_{1/2})^2}.
\]

At 2 ms, one quarter of the original particles are unmerged. Numerical integration of the population balance over all sizes that matter, with constant \(K\), gives the same fraction, 0.2500, and a total of \(0.5000N_0\).

Half of the particles then present are therefore unmerged. The other half, with density \(N_0/4\), contain the remaining \(3N_0/4\) original particles, an average of three each. Over the whole cloud the mean volume has doubled, as conservation of total volume requires when the number halves.

## Values computed for the example and the checks

```
Kernel K: 1.0e-09 cm3/s
Initial density N0: 1.0e+12 cm^-3
Initial coagulation loss K N0^2/2: 5.00e+14 cm^-3 s^-1
Halving time 2/(K N0): 2.000 ms
Halving time if dN/dt = -K N^2: 1.000 ms
Random merging, particles per run: 200
Random merging, runs: 1000
Random merging, mean halving time: 1.999 ms
Random merging, standard error: 0.007 ms
Population balance at 1 ms: N/N0 = 0.6667, n1/N0 = 0.4444
Population balance at 2 ms: N/N0 = 0.5000, n1/N0 = 0.2500
Population balance at 6 ms: N/N0 = 0.2500, n1/N0 = 0.0625
Mean particle volume at 2 ms / initial: 2.0000
Temperature: 1000 K
Hydrogen pressure: 10 Torr
Particle diameter: 2.0 nm
Particle mass density (rough): 2.3 g/cm3
Particle mass: 9.634e-21 g
Mean relative speed: 85.4 m/s
Hard-sphere kernel: 1.07e-09 cm3/s
Halving time, size-dependent kernel: 1.842 ms
Hamaker constant (rough): 1.2 eV
Thermal energy kT: 0.0862 eV
Rate factor from van der Waals attraction: 2.05
Halving time with K times that factor: 0.98 ms
Coulomb energy at contact, like charges: 0.720 eV
Rate factor for two like charges: 2.4e-04
Particle diffusion coefficient: 31.5 cm2/s
Diffusion length sqrt(D t_half): 0.25 cm
Wall gap: 4.0 cm
Fraction lost to walls in t_half, no merging: 0.142
Stopping distance of a particle: 133 um
Nucleation source tried: 5.0e+13 cm^-3 s^-1
Halving time with that source: 2.64 ms
```
